# Fan-Migdal and Debye-Waller self-energies and rigid translation of a crystal, part 2

Vibrating nuclei shift the electron levels of an insulating chain. To first order in $\langle uu\rangle$ the shift is the Fan-Migdal (FM) term of $\Sigma=iGW$, taken at $\omega=\varepsilon_{nk}$, plus the Debye-Waller (DW) term of the Hartree potential. A rigid translation must shift no level.

Atomic units are used in the algebra, with electron mass 1 and $p=-i\,d/dx$. The ring has $N$ cells of length $a$, each with one nucleus (mass $M$, charge $Z$) at $R_l+u_l$. All particles interact through an even, short-ranged $v(x-x')$; $vn$ means $\int v(x-x')\,n(x')\,dx'$. The nuclear potential is $V_{\rm ext}=-Z\sum_lv(x-R_l-u_l)$, with $\partial_l\equiv\partial/\partial u_l$ and $\Lambda_{\rm ext}=\sum_l\partial_l^2V_{\rm ext}$. The Hartree Hamiltonian $H=p^2/2+V$, $V=V_{\rm ext}+vn$, has electron density $n$, states $|nk\rangle$, energies $\varepsilon_{nk}$, occupations $f_{nk}$ and gap $E_g$. Screening is static RPA, $\epsilon=1-v\chi_0$, $W_e=\epsilon^{-1}v$, where $\chi_0$ is the independent-electron response. Phonons have frequencies $\Omega_q$, Bose factors $n_q$ and $D_q(z)=2\Omega_q/(z^2-\Omega_q^2)$.

With $A_{mn}(k,q)=\langle m,k+q|A_q|nk\rangle$, $\Delta=\varepsilon_{nk}-\varepsilon_{m,k+q}$ and $F_n(k,q)=\sum_m|A_{mn}|^2/\Delta$, the earlier results are

$$A_q(x)=\epsilon^{-1}\sum_le^{iqR_l}\,\partial_lV_{\rm ext},\qquad A_{-q}(x)=A_q(x)^*,$$

$$\Sigma^{\rm FM}_{nk}(\omega)=\frac1N\sum_{q,m}\frac{|A_{mn}|^2}{2M\Omega_q}\left[\frac{n_q+1-f_m}{\omega-\varepsilon_m-\Omega_q}+\frac{n_q+f_m}{\omega-\varepsilon_m+\Omega_q}\right],$$

$$\Sigma^{\rm DW}_{nk}=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,\langle nk|\tfrac12\Lambda_q|nk\rangle,\qquad \tfrac12\Lambda_q=\epsilon^{-1}\left[\tfrac12\Lambda_{\rm ext}+v\,\delta n^{(2)}_q\right],$$

$$\langle u_lu_{l'}\rangle=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,e^{iq(R_l-R_{l'})}.$$

Here $\delta n^{(2)}_q$, the density induced by FM per unit mean-square amplitude, is the density, summed over $k$ and both spins, of

$$\rho^{(2)}_{ab}(k,q)=\tfrac12\sum_{\pm}\sum_cA_{ca}(k,\pm q)^*A_{cb}(k,\pm q)\,f[\varepsilon_a,\varepsilon_c,\varepsilon_b].$$

Frequency sums gave the divided differences $f[x,w]=(f(x)-f(w))/(x-w)$, the kernel of $\chi_0$, and

$$f[x,y,w]=\frac{f(x)}{(x-y)(x-w)}+\frac{f(y)}{(y-x)(y-w)}+\frac{f(w)}{(w-x)(w-y)}.$$

Where $|\Delta|\gg\Omega_q$, mode $q$ shifts the level by its mean-square amplitude times

$$K_n(k,q)=\tfrac12\left[F_n(k,q)+F_n(k,-q)\right]+\langle nk|\tfrac12\Lambda_q|nk\rangle .$$

The numerical check also uses a one-cell ring with its nucleus on a 0.050 eV spring.

### Cancellation at zero wave vector

The mode $q=0$ moves all nuclei by the same amount. Three identities show that $K_n(k,0)=0$. They use $[p,V]=-iV'$ and $[p,p^2]=0$, so that

$$V'=i[p,H],\qquad V''=-[p,[p,H]],$$

and the same rule for the density matrix $\rho=f(H)$: the kernel of $i[p,\rho]$ is $(\partial_x+\partial_{x'})\rho(x,x')$, whose diagonal is $n'(x)$, and the diagonal of $-[p,[p,\rho]]$ is $n''(x)$. The momentum connects states of equal $k$, and the level $|nk\rangle$ is taken nondegenerate.

First, $A_0=-V'$. The matrix element is $V'_{ab}=i(\varepsilon_b-\varepsilon_a)p_{ab}$. The first-order density matrix it induces is $V'_{ab}f[\varepsilon_a,\varepsilon_b]=i(f_b-f_a)p_{ab}=(i[p,\rho])_{ab}$. Hence $\chi_0V'=n'$, and $\epsilon V'=V'-vn'=V_{\rm ext}'$, by differentiating $V=V_{\rm ext}+vn$. Since $\sum_l\partial_lV_{\rm ext}=-V'_{\rm ext}$,

$$A_0=-\epsilon^{-1}V'_{\rm ext}=-V',\qquad A_{mn}(k,0)=-i(\varepsilon_n-\varepsilon_m)\,p_{mn}=-i\Delta\,p_{mn}.$$

The intraband element $A_{nn}(k,0)$ is zero, and the interband sum is

$$F_n(k,0)=\sum_{m\ne n}\Delta\,|p_{mn}|^2 .$$

For the lowest band every $\Delta$ is negative, so $F_n(k,0)<0$ unless all $p_{mn}$ vanish. The FM term alone therefore assigns an energy shift to a rigid translation.

The same identity governs the phonon frequency. For the one-cell ring, the bare force constant contains $\int n\,\Lambda_{\rm ext}=\int nV''_{\rm ext}$, and the static electronic response adds $\int V'_{\rm ext}\,\chi_0\epsilon^{-1}V'_{\rm ext}=\int V'_{\rm ext}\,n'=-\int nV''_{\rm ext}$. The two cancel and leave the external spring: the check finds a bare frequency of 0.0991 eV dressed down to 0.050000 eV. Without a spring $\Omega_{q\to0}\to0$, and the weight $(2n+1)/2M\Omega$ that multiplies $F_n(k,0)$ diverges.

Second, $\Lambda_0=V''$. Put $x=\varepsilon_a$, $y=\varepsilon_c$, $w=\varepsilon_b$. Because $A_0$ is Hermitian, $A_{ca}^*A_{cb}=A_{ac}A_{cb}=-(y-x)(w-y)\,p_{ac}p_{cb}$. Expanding the double commutator as $ppH-2pHp+Hpp$ gives $V''_{ab}=-\sum_cp_{ac}p_{cb}(x+w-2y)$. The density matrix of $\delta n^{(2)}_0+\chi_0\frac12V''$ is then

$$-\sum_cp_{ac}p_{cb}\Big\{(y-x)(w-y)f[x,y,w]+\tfrac12(x+w-2y)f[x,w]\Big\}.$$

Multiplying out the definition of the divided differences gives Newton's interpolation formula in two forms, $f(y)=f(x)+(y-x)f[x,w]+(y-x)(y-w)f[x,y,w]$ and the same with $x$ and $w$ exchanged. Their average is $f(y)=\frac12(f(x)+f(w))+\frac12(2y-x-w)f[x,w]+(y-x)(y-w)f[x,y,w]$, which says that the curly bracket equals $\frac12(f_a+f_b-2f_c)$. The case $x=w$ follows as a limit. The sum is therefore $-\frac12[p,[p,\rho]]_{ab}$, and

$$\delta n^{(2)}_0+\chi_0\tfrac12V''=\tfrac12n''.$$

Now $\epsilon\frac12V''=\frac12V''-v\left(\frac12n''-\delta n_0^{(2)}\right)=\frac12V''_{\rm ext}+v\,\delta n_0^{(2)}$, and $\Lambda_{\rm ext}=-Z\sum_lv''=V''_{\rm ext}$. This is the bracket that defines $\frac12\Lambda_0$, so $\Lambda_0=V''$. Omitting $\delta n^{(2)}_0$ leaves $\frac12V''-W_e\,\delta n_0^{(2)}$ in its place.

Third, the diagonal element of the double commutator, with $x=w=\varepsilon_n$, is $\langle n|V''|n\rangle=-\sum_m|p_{mn}|^2\,2\Delta$. Then

$$K_n(k,0)=\sum_{m\ne n}\Delta|p_{mn}|^2+\tfrac12\langle n|V''|n\rangle=0 .$$

The cancellation is an on-shell statement. Keeping $\omega$ free and $\Omega\ll|\Delta|$, the coefficient of the mean-square amplitude is $\sum_m|p_{mn}|^2\Delta^2\left[1/(\omega-\varepsilon_m)-1/\Delta\right]=-(\omega-\varepsilon_n)\sum_m|p_{mn}|^2\Delta/(\omega-\varepsilon_m)$, since $\Delta-(\omega-\varepsilon_m)=\varepsilon_n-\omega$. It vanishes at $\omega=\varepsilon_n$, and its slope there is $-\sum_{m\neq n}|p_{mn}|^2$. A translation leaves the level where it is but reduces the overlap of the displaced state with the undisplaced one, and the slope records that loss of spectral weight.

## Second derivation: frozen displacements, and the comparison

The symbols carried over are these. $H=p^2/2+V$ is the Hartree Hamiltonian of an insulating chain of $N$ cells, with $V=V_{\rm ext}+vn$, static $\epsilon=1-v\chi_0$, nuclear mass $M$, displacements $u_l$, phonon frequencies $\Omega_q$ and Bose factors $n_q$. $A_q=\epsilon^{-1}\sum_le^{iqR_l}\partial_lV_{\rm ext}$ has elements $A_{mn}=\langle m,k+q|A_q|nk\rangle$, and $\Delta=\varepsilon_{nk}-\varepsilon_{m,k+q}$. The on-shell FM shift is $\frac1N\sum_{qm}\frac{|A_{mn}|^2}{2M\Omega_q}\frac{(2n_q+1)\Delta+(1-2f_m)\Omega_q}{\Delta^2-\Omega_q^2}$. The DW shift is $\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\langle\frac12\Lambda_q\rangle$ with $\frac12\Lambda_q=\epsilon^{-1}[\frac12\Lambda_{\rm ext}+v\,\delta n^{(2)}_q]$. With $F_n=\sum_m|A_{mn}|^2/\Delta$ averaged over $\pm q$, the combination $K_n=F_n+\langle\frac12\Lambda_q\rangle$ vanishes at $q=0$, where $A_0=-V'$, $A_{mn}=-i\Delta p_{mn}$ and $\Lambda_0=V''$.

### The level as a function of nuclear positions

Assume that the electrons follow the nuclei adiabatically. For each fixed set $\{u_l\}$ solve the Hartree problem and obtain the level $\varepsilon_{nk}(\{u\})$. An electron in this level adds $\varepsilon_{nk}(\{u\})$ to the energy surface of the nuclei, and to first order the shift of the level is the average of this function over the harmonic distribution. The gradient of a nondegenerate level vanishes: a pattern $e^{iqR_l}$ with $q\ne0$ has no diagonal element by crystal momentum, and the pattern $q=0$ is a translation, treated below. With $\Phi_{ll'}=\partial_l\partial_{l'}\varepsilon_{nk}$,

$$\langle\delta\varepsilon_{nk}\rangle=\tfrac12\sum_{ll'}\Phi_{ll'}\langle u_lu_{l'}\rangle=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,\tilde K_n(k,q),\qquad \tilde K_n=\tfrac12\sum_{ll'}\Phi_{ll'}\cos q(R_l-R_{l'}).$$

The sine part drops out because $\Phi$ is symmetric. $\tilde K_n$ is the curvature of the level in a frozen wave. For $u_l=\sqrt2\,u\cos qR_l$, the identity $2\cos\alpha\cos\beta=\cos(\alpha-\beta)+\cos(\alpha+\beta)$ gives $\delta\varepsilon=\frac{u^2}2\sum_{ll'}\Phi_{ll'}[\cos q(R_l-R_{l'})+\cos q(R_l+R_{l'})]$. Since $\Phi_{ll'}$ depends on $l-l'$, the second sum vanishes unless $2q$ is a reciprocal lattice vector, and $\delta\varepsilon=u^2\tilde K_n$.

Expand the self-consistent potential in this wave, $V(u)=V+V_1+V_2$. The first-order part is $V_1=\frac u{\sqrt2}(\tilde A_q+\tilde A_q^\dagger)$ with $\tilde A_q=\sum_le^{iqR_l}\partial_lV$. By the same cosine identity the second-order part $\frac12\sum u_lu_{l'}\partial_l\partial_{l'}V$ has a lattice-periodic piece $u^2\frac12\tilde\Lambda_q$, with $\tilde\Lambda_q=\sum_{ll'}\cos q(R_l-R_{l'})\,\partial_l\partial_{l'}V$, and a piece of wave vector $\pm2q$ with no diagonal element. Second-order perturbation theory gives $\delta\varepsilon=\langle V_2\rangle+\sum|V_1|^2/\Delta$. The operator $\tilde A_q$ reaches $k+q$ and $\tilde A_q^\dagger$ reaches $k-q$, with no cross terms, so

$$\tilde K_n=\tfrac12\sum_\pm\sum_m\frac{|\tilde A_{mn}(k,\pm q)|^2}{\Delta}+\langle\tfrac12\tilde\Lambda_q\rangle .$$

Self-consistency fixes the two operators. The density matrix is $\rho=\oint\frac{dz}{2\pi i}(z-H)^{-1}$ on a contour around the filled levels, and $(z-H-\delta V)^{-1}=\mathcal G+\mathcal G\,\delta V\mathcal G+\mathcal G\,\delta V\mathcal G\,\delta V\mathcal G+\dots$ with $\mathcal G=(z-H)^{-1}$. The residues of two factors $\mathcal G$ give $f[\varepsilon_a,\varepsilon_b]$ and of three factors $f[\varepsilon_a,\varepsilon_c,\varepsilon_b]$, the same expressions as the frequency sums. At first order, $V_1=V_{{\rm ext},1}+v\chi_0V_1$, so $\tilde A_q=A_q$. At second order the density has the part $\chi_0V_2$ and the part quadratic in $V_1$. The periodic piece of the latter pairs $A_q$ with $A_q^\dagger$ and is $\frac{u^2}2\sum_\pm\sum_cA^*_{ca}A_{cb}f[\varepsilon_a,\varepsilon_c,\varepsilon_b]$, which is $u^2\delta n_q^{(2)}$. Then $\frac12\tilde\Lambda_q=\frac12\Lambda_{\rm ext}+v(\chi_0\frac12\tilde\Lambda_q+\delta n_q^{(2)})$, so $\tilde\Lambda_q=\Lambda_q$ and $\tilde K_n=K_n$. The density that the FM self-energy induces in the first derivation is the quadratic response of the electrons to the screened first-order potential.

### Translation as a unitary map

Let $u_l\to u_l+c$ for all $l$, starting from any configuration with solution $V(x),n(x)$. The operator $e^{-ipc}$ maps $\psi(x)$ to $\psi(x-c)$ and commutes with $p^2$. The Hamiltonian $e^{-ipc}He^{ipc}=p^2/2+V(x-c)$ has the eigenfunctions $\psi(x-c)$, the same eigenvalues and the density $n(x-c)$. Because $v$ depends on $x-x'$, the function $V(x-c)$ equals the shifted $V_{\rm ext}$ plus $v$ acting on the shifted density, so it solves the Hartree equations of the shifted crystal. It is the solution continuously connected to the original one as long as $\epsilon$ is invertible, since the linearized equation $\epsilon\,\delta V=\delta V_{\rm ext}$ then has one solution. Hence $\varepsilon_{nk}(\{u+c\})=\varepsilon_{nk}(\{u\})$ for every $c$. Differentiating once in $c$ and once in $u_l$,

$$\sum_{l'}\Phi_{ll'}=0\quad\text{for each }l,\qquad\text{so}\qquad K_n(k,0)=\tfrac12\sum_{ll'}\Phi_{ll'}=0 .$$

Expanding $V(x-c)=V-cV'+\frac12c^2V''$ reads off $A_0=-V'$ and $\Lambda_0=V''$ with no sum over states.

For a nondegenerate level the argument uses nothing specific to one dimension or one atom. With atoms $\kappa$ at $\tau_{\kappa\alpha}$, directions $\alpha,\beta$, and $\kappa'$ running over all atoms of the crystal,

$$\sum_{\kappa'}\Big[\langle n|\partial_{\kappa\alpha}\partial_{\kappa'\beta}V|n\rangle+2\,{\rm Re}\sum_{m\ne n}\frac{\langle n|\partial_{\kappa\alpha}V|m\rangle\langle m|\partial_{\kappa'\beta}V|n\rangle}{\varepsilon_n-\varepsilon_m}\Big]=0 .$$

The first term is DW and the second is the static FM term. The argument also shows what changes if the reference Hamiltonian holds an exchange-correlation operator such as a static $iGW_e$. That operator translates with the crystal, so the derivatives that satisfy the sum rule are those of the whole one-electron operator. The form $\epsilon^{-1}\partial V_{\rm ext}$ with RPA $\epsilon$ lacks the derivative of the added operator, and the proof that $\epsilon V'=V'_{\rm ext}$ no longer yields the commutator $i[p,H]$.

If the derivatives $\partial_l\partial_{l'}V$ with $l\ne l'$ are neglected, $\Lambda_q$ loses its dependence on $q$. The on-site term left by that neglect is the average of $\Lambda_q$ over all $q$, which in general differs from $\Lambda_0$ and would violate the sum rule; the constant is therefore fixed by the sum rule instead, $\langle\frac12\Lambda_q\rangle\to\langle\frac12\Lambda_0\rangle=-F_n(k,0)$. This is the rigid-ion approximation; it respects the sum rule by construction and errs at finite $q$.

### What remains at zero wave vector

The adiabatic derivation gives zero for the translation mode. The Green's function gives a small remainder. Insert $|A_{mn}|^2=\Delta^2|p_{mn}|^2$, give the mode a small frequency $\Omega$, and subtract the static part $(2n+1)/\Delta$ that DW cancels. Since $\Delta/(\Delta^2-\Omega^2)-1/\Delta=\Omega^2/[\Delta(\Delta^2-\Omega^2)]$, the mode contributes

$$\frac1{2NM\Omega}\sum_{m\ne n}|p_{mn}|^2\,\frac{(2n+1)\,\Omega^2\Delta+(1-2f_m)\,\Omega\Delta^2}{\Delta^2-\Omega^2}\;\xrightarrow{\Omega\to0}\;\frac1{NM}\sum_{m\ne n}|p_{mn}|^2\left[\frac{1-2f_m}2+\frac{k_BT}\Delta\right],$$

using $(2n+1)\Omega\to2k_BT$. Both terms carry the inverse total mass $1/NM$ and have lost the factor $1/\Omega$. The first is a recoil energy. Its size must be read with care: the poles of $\epsilon^{-1}(z)$ at electronic energies $\omega_e$, dropped with static screening, are weighted by $D/2M\Omega\approx1/M\omega_e^2$, and the $\Omega/E_g$ correction to $\delta n^{(2)}$ times $1/2M\Omega$ is also of order $1/M$. In a many-electron crystal the expression above is thus the remainder of the statically screened theory, and not the complete $1/M$ term.

For one electron there is no screening and the remainder can be compared with an exact answer. Take $H=p^2/2+P^2/2M+\frac12M\Omega^2u^2+\frac12\omega_0^2(x-u)^2$. Then $A=-\omega_0^2x$, $\Lambda=\omega_0^2$, $f=0$, $n=0$, and the ground level couples to one state, with $|x_{10}|^2=1/2\omega_0$ and $\Delta=-\omega_0$:

$$\Sigma^{\rm FM}+\Sigma^{\rm DW}=\frac1{2M\Omega}\left[-\frac{\omega_0^3}{2(\omega_0+\Omega)}+\frac{\omega_0^2}2\right]=\frac{\omega_0^2}{4M(\omega_0+\Omega)} .$$

The mass-weighted force matrix has diagonal elements $\omega_0^2$ and $\Omega^2+\omega_0^2/M$ and off-diagonal element $-\omega_0^2/\sqrt M$. Its determinant is $\omega_0^2\Omega^2$, so $(\omega_++\omega_-)^2={\rm tr}+2\sqrt{\det}=(\omega_0+\Omega)^2+\omega_0^2/M$. The exact shift of the addition energy, $\frac12(\omega_++\omega_--\omega_0-\Omega)$, equals $\omega_0^2/[4M(\omega_0+\Omega)]$ to first order in $1/M$. As $\Omega\to0$ it tends to $\omega_0/4M=\langle p^2\rangle/2M$, the reduced-mass correction. For $\omega_0=5.0$ eV, $\Omega=0.001$ eV and $M=20$ u, FM is $-0.171397$ eV and DW is $+0.171431$ eV; their sum and the exact shift are both $3.428\times10^{-5}$ eV, five thousand times smaller than either term.

Two derivations have shown that the static Fan-Migdal and Debye-Waller terms cancel for a rigid translation, $K_n(k,0)=0$, leaving in the Green's-function result only a remainder of order $1/NM$. It remains to treat long waves of nonzero $q$ at a band edge, where the intraband term needs separate care, to work out the numerical example, and to compare what the derivations assume.

All numerical values are calculated from the stated model.
